Why the semilocal kernel vanishes in collinear spin-flip TDDFT

A triplet has three components, M_s = 1, 0 and −1, and without spin-dependent forces they have the same energy. Compute the lowest triplet of methane with the local density approximation (LDA) in two ways. Time-dependent density functional theory (TDDFT) with spin-conserving transitions, in the Tamm–Dancoff approximation defined below, gives the M_s = 0 component at 10.836 eV. Collinear spin-flip TDDFT, with the same functional, orbitals and basis, gives the M_s = ±1 components at 11.514 eV. One level has split by 0.678 eV. These values are for the small 6-31G basis; larger bases lower both energies by more than 1.5 eV and shrink the splitting, as stated below, but do not remove it.

The splitting is puzzling if one believes that the semilocal exchange-correlation kernel couples spin-flip transitions as it couples spin-conserving ones. It does not: in the collinear theory that kernel is absent from the spin-flip equations, and so is the Coulomb (Hartree) kernel.

**The counter-example: methane with LDA**

The molecule is tetrahedral, with C–H distances of 1.09 Å, in the 6-31G basis. The functional is LDA with Dirac exchange and no correlation:

E_x = −(3/4)(6/π)^{1/3} ∫ (ρ_α^{4/3} + ρ_β^{4/3}) dr.

Atomic units are used in formulas, and orbitals are real. Indices i, j denote occupied and a, b virtual orbitals. The functional is adiabatic: the potential at time t depends on the densities at time t.

*Flipping the spin.* Give each occupied α orbital a small β admixture:

ψ_i(t) = exp(−iε_i t) [φ_i α + Σ_a d_ia(t) φ_a β].

The α and β parts are orthogonal in spin, so the spin densities contain no product φ_i φ_a. They change only at second order in d. To first order the Hartree and exchange potentials therefore keep their ground-state values. Being diagonal in spin, they also cannot turn α into β. The β part of i ∂ψ_i/∂t = Fψ_i is then

Σ_a (ε_i d_ia + i ∂d_ia/∂t) φ_a = Σ_a ε_a d_ia φ_a,

and projection on φ_a gives

i ∂d_ia/∂t = (ε_a − ε_i) d_ia.

Each flip oscillates by itself at a bare orbital-energy difference. The lowest flip energy is the orbital gap, 11.514 eV.

*Conserving the spin.* For the M_s = 0 triplet, mix φ_a into φ_i with amplitude d_ia for α spin and −d_ia for β spin. Now the densities do change at first order:

δρ_α = Σ_jb (d_jb + d_jb*) φ_j φ_b,  δρ_β = −δρ_α.

The total density is unchanged, so the Hartree potential does not respond. The exchange potential does. From the energy above,

v_σ = −(6/π)^{1/3} ρ_σ^{1/3},

f_σσ = dv_σ/dρ_σ = −(1/3)(6/π)^{1/3} ρ_σ^{−2/3},  f_αβ = 0.

Hence δv_α = f_αα δρ_α. In the Tamm–Dancoff approximation (TDA) one drops d*, and the equation for d becomes an eigenvalue problem with the matrix

(ε_a − ε_i) δ_ij δ_ab + ∫ φ_i φ_a f_αα φ_j φ_b dr.

For the transition with the smallest gap, the diagonal kernel element is ∫ f_αα (φ_i φ_a)² dr, which is negative. The lowest eigenvalue cannot exceed any diagonal element, so it lies below the gap. Its value is 10.836 eV, and

11.514 eV − 10.836 eV = 0.678 eV

is the kernel shift that the collinear flip lacks. These numbers are not converged in the basis. The lowest virtual orbital is unbound, at +3.57 eV in 6-31G, and its shape depends on the basis. In cc-pVTZ the gap is 9.735 eV, the M_s = 0 triplet 9.300 eV and the splitting 0.435 eV; in aug-cc-pVDZ they are 8.294, 8.091 and 0.203 eV.

With Hartree–Fock the orbital gap is 21.705 eV, yet in the TDA both components come out at 11.699 eV (in aug-cc-pVDZ the gap is 15.801 eV and both components are at 10.268 eV). Some interaction does survive a spin flip, and it belongs to exact exchange.

**The correct statement**

Let the reference be a stationary determinant, closed-shell or spin-polarized, with its spin axis along z. Let the functional be an LDA or a generalized-gradient functional of ρ_α and ρ_β, plus a fraction c of exact exchange. Write

(pq|rs) = ∬ φ_p(r) φ_q(r) φ_r(r′) φ_s(r′) / |r − r′| dr dr′.

For flips iα → aβ the response matrix is

A(ia,jb) = δ_ij δ_ab (ε_aβ − ε_iα) − c (ij|ab),

and their coupling to the opposite flips jβ → bα is

B(ia,jb) = −c (aj|bi).

The Hartree and semilocal kernels appear in neither. This concerns the kernel, not the whole excitation energy: the Hartree and semilocal potentials still shape the orbitals and their energies.

**Proof**

A spin flip needs a density matrix with four spin blocks,

P_σσ′(r,r′) = Σ_k ψ_k^σ(r) ψ_k^σ′(r′)*,

where k runs over the occupied orbitals and ψ_k^σ is the σ component of orbital k. The interactions use these blocks differently:

1. The Hartree energy depends on the total density P_αα(r,r) + P_ββ(r,r).
2. The collinear functional depends on the diagonal blocks, through ρ_α and ρ_β and their gradients.
3. Exact exchange depends on all four blocks:

E_K = −(c/2) Σ_σσ′ ∬ |P_σσ′(r,r′)|² / |r − r′| dr dr′.

Differentiating with respect to the density matrix gives the one-electron operator F. The first two energies contribute potentials diagonal in spin. Exact exchange also has an off-diagonal block,

F_βα(r,r′) = −c P_βα(r,r′) / |r − r′|.

The factor 1/2 has gone because the αβ and βα blocks enter E_K equally.

Now admit flips in both directions:

ψ_iα = exp(−iε_iα t) [φ_iα α + Σ_a d_ia φ_aβ β],

ψ_jβ = exp(−iε_jβ t) [φ_jβ β + Σ_b g_jb φ_bα α].

To first order P_αα and P_ββ are unchanged, so the Hartree and semilocal potentials do not respond. The off-diagonal block is

P_βα(r,r′) = Σ_jb d_jb φ_bβ(r) φ_jα(r′) + Σ_jb g_jb* φ_jβ(r) φ_bα(r′).

The β part of the equation of motion, projected on φ_aβ, gives

i ∂d_ia/∂t = (ε_aβ − ε_iα) d_ia + ⟨φ_aβ|F_βα|φ_iα⟩.

Components of F_βα φ_iα along occupied β orbitals may be dropped, since to first order they mix occupied orbitals among themselves and leave the determinant unchanged. Inserting P_βα,

⟨φ_aβ|F_βα|φ_iα⟩ = −c Σ_jb (ij|ab) d_jb − c Σ_jb (aj|bi) g_jb*.

In the first term φ_aβ and φ_bβ share the point r, while φ_iα and φ_jα share r′. In the second, φ_aβ meets φ_jβ and φ_bα meets φ_iα. Therefore

i ∂d/∂t = A d + B g*,

with A and B as stated. The same steps with the spins exchanged give i ∂g/∂t = A′g + Bᵀd*, where A′ is the matrix A for flips jβ → bα. Setting d = X exp(−iωt) and g* = Y exp(−iωt), and conjugating the second equation, yields

A X + B Y = ωX,  Bᵀ X + A′ Y = −ωY.

The TDA sets Y = 0 and leaves A X = ωX. When c = 0, B vanishes and A is diagonal, so the TDA changes nothing and the flip energies are orbital-energy differences.

**Seeing the absence in the energy**

The result can be checked without a response equation, by rotating a determinant and watching its energy. Rotate the occupied orbitals by exp(θκ), where κ is real and antisymmetric and mixes iα with aβ by x_ia and jβ with bα by y_jb. Every factor of κ reverses the spin. The off-diagonal blocks of P therefore contain odd powers of θ, and the diagonal blocks even powers. To second order,

ψ_iα = φ_iα α + θ Σ_a x_ia φ_aβ β − (θ²/2) Σ_ja x_ia x_ja φ_jα α.

The last term keeps the orbitals orthonormal. The x rotation thus changes the diagonal blocks by

δP_αα = −θ² Σ_ija x_ia x_ja φ_iα φ_jα,

δP_ββ = θ² Σ_iab x_ia x_ib φ_aβ φ_bβ,

and the y rotation does the same with the spins exchanged. The energy linear in these changes is the trace of δP with the ground-state F, which is diagonal in the canonical orbitals. A term quadratic in them, which is where the Hartree and semilocal kernels act, is of order θ⁴. Exact exchange is quadratic in P_αβ, which is of order θ, and so it contributes at order θ². Altogether

[E(θ) − E(0)]/θ² → Σ_ia x_ia² (ε_aβ − ε_iα) + Σ_jb y_jb² (ε_bα − ε_jβ) − c[Σ x_ia x_jb (ij|ab) + Σ y_ia y_jb (ij|ab) + 2 Σ x_ia y_jb (aj|bi)].

In the yy term, i and j are occupied β orbitals and a and b virtual α orbitals.

The numerical check tests this on a spin-polarized case: methane with one C–H bond stretched to 2.00 Å and a triplet reference. All numbers for this stretched molecule belong to the 6-31G basis; they illustrate the formulas and are not converged properties of the molecule. Along one random direction (x, y), the BHandHLYP functional, with c = 0.50, gives a limit of 57.267 eV from the rotated energies and the same from the formula. This is a curvature, not an excitation energy. The exact-exchange kernel supplies −5.637 eV of it. The Hartree and semilocal kernel parts, extracted separately, vanish to the four printed decimals.

A single off-diagonal element shows the coupling directly. Take the flip from the highest occupied α orbital to the lowest virtual β orbital, and the other flip for which the integral (ij|ab) between the two is largest in magnitude. The coupling obtained from rotated energies is as follows.

- BLYP: the integral is 3.415 eV, and −0 × 3.415 eV = 0. The measured coupling is 0.000 eV.
- BHandHLYP: the integral is 3.662 eV, and −0.50 × 3.662 eV = −1.831 eV, as measured.
- Hartree–Fock: the integral is −3.215 eV, and −1 × (−3.215 eV) = 3.215 eV, as measured.

The signs of these integrals depend on the arbitrary signs of the orbitals. A large integral is available in BLYP too, but nothing multiplies it.

**What is lost when flips do not couple**

Suppose a spin-flip calculation starts from a triplet in order to reach a singlet with two open shells. Consider two singly occupied orbitals p and q, taken as common to both spins. Flipping one electron in place gives p↓q↑ or p↑q↓. The open-shell singlet and the M_s = 0 triplet are combinations of these two configurations with equal weights. The matrix element that mixes them is −c (pq|pq). At c = 0 it is missing, and each configuration stays by itself, an equal mixture of singlet and triplet. The two configurations may still differ in energy, but that difference is not the singlet–triplet splitting.

The stretched molecule shows whether flips mix, although its lowest flip was not identified with either of these in-place configurations. With BLYP the lowest flip lies at −0.523 eV relative to the triplet reference, which is the smallest orbital-energy difference, and one configuration carries a weight of 1.000. The negative sign means that a virtual β orbital lies below an occupied α orbital. With BHandHLYP the smallest difference is 4.573 eV, but the lowest flip in the TDA is at −1.774 eV, with a largest weight of 0.953. With Hartree–Fock that weight is 0.847. Exact exchange both shifts the flips and mixes them. These weights do not establish the total spin of the states, which was not computed.

**Where the missing kernel went**

The absence comes from the collinear form of the functional, not from density functional theory itself. Without spin-dependent forces, turning all spins together must leave the energy unchanged. A collinear functional sees only the spin components along z. Turn the triplet determinant by 90° about the y axis: α becomes (α + β)/√2 and β becomes (−α + β)/√2, so both spin densities become half the total density. The functional now sees an unpolarized molecule. The energy rises above that of the unturned determinant by 2.363 eV in LDA, 1.764 eV in BLYP and 0.559 eV in BHandHLYP. In Hartree–Fock it does not change.

For LDA the cure is to use the length m of the magnetization vector, replacing the two spin densities by (n ± m)/2, where n is the total density. A spin flip creates a transverse magnetization with m_x² + m_y² = 4|ρ_βα|², where ρ_βα(r) = P_βα(r,r). Where m_z = ρ_α − ρ_β is positive, a small transverse part lengthens the vector by

δm = (m_x² + m_y²)/(2m_z) = 2|ρ_βα|²/(ρ_α − ρ_β).

Let e be the exchange-correlation energy per volume. At fixed n, raising m by δm moves δm/2 from β to α density, so ∂e/∂m = (v_α − v_β)/2. The energy density therefore changes by

δe = [(v_α − v_β)/(ρ_α − ρ_β)] |ρ_βα|².

Where m_z is negative, α and β exchange roles and the ratio is the same. Differentiation gives an off-diagonal potential f_⊥ ρ_βα, with

f_⊥ = (v_α − v_β)/(ρ_α − ρ_β),

which adds ∫ φ_iα φ_aβ f_⊥ φ_jα φ_bβ dr to A and, through the g* term of ρ_βα, ∫ φ_iα φ_aβ f_⊥ φ_jβ φ_bα dr to B. This is a semilocal spin-flip kernel, and the collinear form discards it.

For Dirac exchange, put a = ρ_α^{1/3} and b = ρ_β^{1/3}. Since a³ − b³ = (a − b)(a² + ab + b²),

f_⊥ = −(6/π)^{1/3} / (a² + ab + b²).

There is no singularity at equal spin densities. The expansion of δm assumed m_z ≠ 0, so the closed shell needs its own check. There m = 2|ρ_βα|, and the two densities are n/2 ± m/2. The terms linear in m cancel because v_α = v_β, and with f_αβ = 0 and f_ββ = f_αα the second-order terms give δe = (1/2)(f_αα + f_ββ)(m/2)² = f_αα |ρ_βα|². The formula reaches the same value. In a closed shell a = b, and f_⊥ = −(1/3)(6/π)^{1/3} ρ_α^{−2/3}, which is the f_αα that lowered the M_s = 0 triplet. The two TDA matrices are then identical. For methane at its tetrahedral geometry the noncollinear flip in the TDA comes out at 10.836 eV, and the triplet is whole again.

Exact exchange in a collinear hybrid does not repair the splitting in general. In the TDA, BHandHLYP puts the flip at 12.066 eV and the M_s = 0 triplet at 11.773 eV, leaving 0.293 eV between them in 6-31G; in aug-cc-pVDZ the energies are 9.955 and 9.902 eV and the remainder is 0.053 eV. Its exact-exchange part treats both components alike, while its semilocal part still acts on only one. In Hartree–Fock there is no semilocal part to lose, and the components agree.

Table of computed values

```
CH4, 6-31G, C-H = 1.09 angstrom; stretched bond = 2.00 angstrom
Closed shell: lowest energies in eV
method      c     orbital gap  collinear flip  Ms=0 triplet (TDA)
LDA-x      0.00       11.514          11.514          10.836
BLYP       0.00       11.761          11.761          11.235
BHandHLYP  0.50       16.812          12.066          11.773
HF         1.00       21.705          11.699          11.699
LDA-x noncollinear flip: 10.836 eV
Triplet reference, stretched bond; all energies in eV
Second-order energy along one random flip direction, per theta^2:
method      total(numerical) total(formula) Hartree-k semilocal-k exchange-k
LDA-x             54.3309        54.3309      0.0000     -0.0000      0.0000
BLYP              54.6634        54.6634      0.0000     -0.0000      0.0000
BHandHLYP         57.2673        57.2673      0.0000     -0.0000     -5.6371
HF                59.9793        59.9793      0.0000      0.0000    -11.4861
LDA-x noncollinear kernel, same direction: numerical -1.1432 eV, formula -1.1432 eV
Coupling of the frontier flip to its strongest exchange partner (eV):
method      integral (ij|ab)  numerical coupling
LDA-x             -2.3452            0.0000
BLYP               3.4154            0.0000
BHandHLYP          3.6617           -1.8308
HF                -3.2151            3.2151
Lowest collinear flip in TDA, and energy error of a 90-degree spin turn:
method      smallest gap (eV)  flip (eV)  largest weight  turn error (eV)
LDA-x               0.426         0.426         1.000           2.363
BLYP               -0.523        -0.523         1.000           1.764
BHandHLYP           4.573        -1.774         0.953           0.559
HF                 11.175        -2.127         0.847           0.000
LDA-x noncollinear: turn error 0.000 eV
```
